# Why a Contact Disc's Spreading Resistance Needs Half Its Free-Space Capacitance

A small metal disc on a thick semiconductor can be used to measure resistivity: one measures the spreading resistance and divides out the geometry. If the geometric factor is wrong by two, so is the resistivity. For the contact treated below, whose ideal resistance is 15.60 mΩ, a material of resistivity 0.624 mΩ cm would be reported as having 1.248 mΩ cm.

The wrong factor comes from two correct formulas. One is the relation $RC=\rho\epsilon$ between the resistance and the capacitance of the same electrodes in a uniform medium. The other is the capacitance $C_{\rm full}=8\epsilon a$ of a thin disc of radius $a$ in unbounded space. Combined, they give $\rho/(8a)$. The resistance of a disc on a half-space is $\rho/(4a)$.

## The counter-example

Take a disc of radius $a=100$ µm on n-type PbTe at 300 K. Rough typical values are an electron density $n=10^{19}$ cm$^{-3}$, a mobility $\mu=1000$ cm²/Vs and a static relative permittivity of 400. The resistivity is

$$
\rho=\frac{1}{en\mu}
=\frac{1}{(1.602\times10^{-19}\,{\rm C})(10^{19}\,{\rm cm^{-3}})(10^{3}\,{\rm cm^2/Vs})}
=6.242\times10^{-4}\ \Omega\,{\rm cm}.
$$

In the ideal model the semiconductor fills the half-space $z>0$ and is uniform, isotropic and ohmic. The disc lies in the plane $z=0$ and is an equipotential at voltage $V$. No current crosses the rest of that plane. The counter-electrode is far away at zero potential, and the interface itself has no resistance.

The faulty calculation takes $C_{\rm full}=8\epsilon a=2.833$ pF and $\rho\epsilon=22.11$ fs, and finds

$$
R_{\rm naive}=\frac{\rho\epsilon}{C_{\rm full}}
=\frac{22.11\ {\rm fs}}{2.833\ {\rm pF}}=7.80\ {\rm m}\Omega .
$$

The permittivity cancels, so its rough value does no harm. The fault shows when a second, identical half-space is joined to the first as its mirror image, with the disc between them. Hold both faces of the disc at $V$. At mirror-image points the two potentials are equal, so no current crosses the joint outside the disc, and removing the insulation there changes nothing. The disc now sits in unbounded material and feeds two equal currents at the same voltage. The two halves are in parallel:

$$
\frac{1}{R_{\rm full}}=\frac{1}{R_{\rm half}}+\frac{1}{R_{\rm half}}
\quad\Longrightarrow\quad R_{\rm half}=2R_{\rm full}.
$$

The value 7.80 mΩ is $R_{\rm full}$, the resistance of a disc surrounded by PbTe on both sides. The contact on the surface has

$$
R_{\rm half}=\frac{\rho}{4a}
=\frac{6.242\times10^{-4}\ \Omega\,{\rm cm}}{4\times10^{-2}\ {\rm cm}}
=15.60\ {\rm m}\Omega .
$$

Its product with the full capacitance is 44.21 fs, which is $2\rho\epsilon$.

A numerical solution of Laplace's equation, made separately for the two geometries, gives $R_{\rm half}=0.25003\,\rho/a$ and $R_{\rm full}=0.12499\,\rho/a$. The grid for the full space was deliberately not mirror symmetric, yet a share 0.4999 of the current went into the upper half.

## The correct statement

Let a conductor in unbounded space be its own mirror image in the plane $z=0$, and let $C_{\rm full}$ be its capacitance to infinity in a medium of permittivity $\epsilon$. If the half-space $z>0$ has uniform resistivity $\rho$ and the plane outside the conductor is insulating, the resistance from the conductor to infinity is

$$
R_{\rm half}=\frac{2\rho\epsilon}{C_{\rm full}}=\frac{\rho\epsilon}{C_{\rm half}},
\qquad C_{\rm half}=\frac{C_{\rm full}}{2}.
$$

For a disc, $C_{\rm full}=8\epsilon a$ and $R_{\rm half}=\rho/(4a)$. Here $C_{\rm half}$ counts only the charge whose field lines enter the semiconductor. In the example it is 1.417 pF, and $15.60\ {\rm m}\Omega\times1.417\ {\rm pF}=22.11$ fs, as it should be.

## Proof

**What $RC=\rho\epsilon$ requires.** Let $\mathbf E=-\nabla\phi$ be the static field of an electrode at voltage $V$ in a uniform medium. Gauss's law gives the charge and Ohm's law, $\mathbf j=\mathbf E/\rho$, gives the current:

$$
Q=\epsilon\int_{\mathcal S}\mathbf E\cdot d\mathbf A,\qquad
I=\frac1\rho\int_{\mathcal S}\mathbf E\cdot d\mathbf A .
$$

If both integrals run over the same surface $\mathcal S$, then

$$
RC=\frac VI\,\frac QV=\frac QI=\rho\epsilon .
$$

This is a static identity between two geometric factors; it is not used here to predict a transient. The naive calculation breaks its condition: the charge is counted over both faces of the disc, the current over one.

**The full-space field solves the half-space problem.** Let $\phi(x,y,z)$ be the potential of the symmetric conductor in unbounded space. The reflected function $\phi(x,y,-z)$ also obeys Laplace's equation, equals $V$ on the conductor and vanishes at infinity. The solution is unique, so $\phi(x,y,z)=\phi(x,y,-z)$. Differentiating with respect to $z$ gives

$$
\partial_z\phi(x,y,z)=-\,\partial_z\phi(x,y,-z).
$$

Outside the conductor the derivative is continuous across $z=0$. There it equals its own negative, and so it vanishes. This is the condition of an insulating surface. The upper half of $\phi$ therefore meets every condition of the contact problem.

No other solution of finite dissipated power exists. Let $u$ be the difference of two solutions in the half-space. Since $\nabla^2u=0$,

$$
\int|\nabla u|^2\,d^3r=\int\nabla\cdot(u\nabla u)\,d^3r=\oint u\,\nabla u\cdot d\mathbf A .
$$

On the conductor $u=0$. On the insulating plane the normal derivative of $u$ is zero. On a distant hemisphere of radius $L$, $u$ falls at least as $1/L$ and its gradient as $1/L^2$, while the area grows as $L^2$; that part vanishes as $1/L$. Hence $\nabla u=0$ everywhere, and $u=0$. The same argument without the plane gives the uniqueness used above.

**Counting the flux.** By symmetry the upper half of the conductor's surface carries half of the total flux. At the same voltage, $I_{\rm half}=I_{\rm full}/2$, so

$$
R_{\rm half}=\frac{V}{I_{\rm half}}=\frac{2V}{I_{\rm full}}=2R_{\rm full}=\frac{2\rho\epsilon}{C_{\rm full}} .
$$

A sphere sunk to its equator allows a check without any capacitance. Hemispherical shells in series give

$$
R_{\rm half}=\int_a^\infty\frac{\rho\,dr}{2\pi r^2}=\frac{\rho}{2\pi a},
$$

and the general statement with $C_{\rm full}=4\pi\epsilon a$ gives $2\rho\epsilon/(4\pi\epsilon a)$, the same value.

**The capacitance of the disc.** Let the disc carry the charge density, summed over its two faces,

$$
\sigma(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}} .
$$

Its total is

$$
\int_0^a\sigma\,2\pi r\,dr=\frac Qa\Big[-\sqrt{a^2-r^2}\,\Big]_0^a=Q .
$$

To find the potential at a point $P$ of the disc, use polar coordinates $(s,\theta)$ centred on $P$. The area element is $s\,ds\,d\theta$, and its factor $s$ cancels the $1/s$ of Coulomb's law. The directions $\theta$ and $\theta+\pi$ together form a chord through $P$, so

$$
\phi(P)=\frac{1}{4\pi\epsilon}\int_0^{\pi}d\theta\int_{\rm chord}\sigma\,dt .
$$

Let the chord pass at distance $p$ from the centre, and measure $t$ from its midpoint. Then $r^2=p^2+t^2$. With the half-length $c=\sqrt{a^2-p^2}$ this gives $a^2-r^2=c^2-t^2$. Substituting $t=c\sin w$,

$$
\int_{-c}^{c}\frac{dt}{\sqrt{c^2-t^2}}=\int_{-\pi/2}^{\pi/2}dw=\pi ,
$$

whatever the value of $c$. Every chord contributes equally, and

$$
\phi(P)=\frac{1}{4\pi\epsilon}\cdot\pi\cdot\frac{Q}{2\pi a}\cdot\pi=\frac{Q}{8\epsilon a}.
$$

This does not depend on $P$. The assumed density makes the disc an equipotential, and is therefore the right one. Hence $C_{\rm full}=Q/V=8\epsilon a$ and $R_{\rm half}=\rho/(4a)$. Summing the potential over charged rings instead of chords, at $r/a=0$, 0.3, 0.7 and 0.95, gives $C_{\rm full}/(\epsilon a)=8.000000$.

The factor two can also be followed locally. By Gauss's law $\sigma$ fixes the jump of the normal field across the disc, $\sigma/\epsilon$. Each face has half of it, $E_z=\sigma/(2\epsilon)$. With $Q=8\epsilon aV$, the current density entering the semiconductor is

$$
j_z=\frac{\sigma}{2\epsilon\rho}=\frac{2V}{\pi\rho\sqrt{a^2-r^2}},
\qquad
I=\int_0^a j_z\,2\pi r\,dr=\frac{4aV}{\rho}.
$$

Leaving out the 2 in $\sigma/(2\epsilon)$ would double the current and reproduce the naive resistance. The density grows without limit at the rim, but the total current is finite.

## Where the naive value is right

Place the disc at depth $d$ below the insulating surface and parallel to it, fed by a thin insulated lead whose volume is neglected. Both faces now deliver current. The surface is replaced by an image disc at distance $2d$, emitting a current $I$ of the same sign, so that no current crosses the midplane. For $d\gg a$ the image acts as a point source in unbounded material, with potential $\rho I/(4\pi s)$ at distance $s$. With $s=2d$,

$$
R\simeq\frac{\rho}{8a}+\frac{\rho}{8\pi d}\qquad(d\gg a).
$$

As $d$ grows, this tends to the naive value. At $d=5a$ the formula gives $0.13296\,\rho/a$ and the field solution $0.13292\,\rho/a$. In the opposite limit, $d\to0$, the disc and its image merge into one disc that emits $2I$ at the voltage $V=\rho(2I)/(8a)$, and $R=V/I$ returns to $\rho/(4a)$. The factor thus depends on where the disc lies, not on its shape alone.

## A sample of finite thickness

Suppose that the back of the sample, at $z=t$, is grounded. In the mirrored picture the disc emits $2I$, half of it upward and half downward. Reflection in a grounded plane reverses the sign of a source, and reflection in the insulating plane keeps it. The images therefore lie at $z=\pm2mt$, with $m=1,2,\dots$, and have strengths $(-1)^m\,2I$. For $t\gg a$ they change the voltage of the disc by

$$
\Delta V=2\sum_{m=1}^{\infty}(-1)^m\frac{\rho\,(2I)}{4\pi(2mt)}
=\frac{\rho I}{2\pi t}\sum_{m=1}^{\infty}\frac{(-1)^m}{m}
=-\frac{\rho I\ln2}{2\pi t}.
$$

Divided by $I\rho/(4a)$, the relative change is $-(2\ln2/\pi)(a/t)$. For a sample 5 mm thick and much wider than that, $a/t=0.02$ and the resistance falls by 0.88 %. In a narrower sample, insulating side walls confine the current and raise the resistance, which can cancel or outweigh this small correction. At the much smaller thickness $t=5a$ the formula gives $0.22794\,\rho/a$, against $0.2282\,\rho/a$ from the field solution, whose grid error is about $0.0001\,\rho/a$.

## A resistive interface

Let the interface have a specific resistance $r_c$, so that the voltage across it is $r_cj_z$. Tunnelling through the contact barrier is contained in $r_c$. The semiconductor surface under the disc is then no longer an equipotential, and adding two resistances in series is not exact. The total can be bounded by a minimum principle: at fixed total current, the true flow dissipates the least power.

To see this, add to the true flow $\mathbf j$ a divergence-free change $\boldsymbol\delta$ with no net current through the disc and none through the insulating surface. Let $\phi_s$ be the potential just below the interface. The part of the power linear in $\boldsymbol\delta$ is twice

$$
\int\rho\,\mathbf j\cdot\boldsymbol\delta\,d^3r+\int r_cj_z\delta_z\,dA
=\int\phi_s\delta_z\,dA+\int(V-\phi_s)\delta_z\,dA
=V\int\delta_z\,dA=0 .
$$

The first integral was transformed with $\rho\mathbf j=-\nabla\phi$ and $\nabla\cdot\boldsymbol\delta=0$. The remaining change is quadratic in $\boldsymbol\delta$ and positive.

For the lower bound, apply the principle to the bulk alone: it dissipates at least $I^2\rho/(4a)$. The interface dissipates $r_c\int j_z^2\,dA$, which is at least $r_cI^2/(\pi a^2)$, because the mean square of $j_z$ is no less than the square of its mean.

For the upper bound, take a uniform trial density $j=I/(\pi a^2)$. Its bulk field is that of a disc with uniform charge density $\sigma_0=2\epsilon\rho j$, the 2 again counting both faces. Build this disc up in rings. At the rim of a charged disc of radius $r$, chords of length $2r\cos\theta$ give the potential

$$
\frac{\sigma_0}{4\pi\epsilon}\int_{-\pi/2}^{\pi/2}2r\cos\theta\,d\theta=\frac{\sigma_0r}{\pi\epsilon}.
$$

The work of assembly is $W=\int_0^a(\sigma_0r/\pi\epsilon)\,\sigma_0\,2\pi r\,dr=2\sigma_0^2a^3/(3\epsilon)$. The mean potential is $2W/(\pi a^2\sigma_0)=4\sigma_0a/(3\pi\epsilon)=8\rho ja/(3\pi)$. Dividing by $I=\pi a^2j$ gives the bulk part $8\rho/(3\pi^2a)$, so that

$$
\frac{\rho}{4a}+\frac{r_c}{\pi a^2}\le R\le\frac{8\rho}{3\pi^2a}+\frac{r_c}{\pi a^2}.
$$

With a rough $r_c=1$ µΩ cm², the interface term is $10^{-6}/(\pi\times10^{-4})$ Ω, about 3.2 mΩ. The bounds are 18.79 and 20.05 mΩ; the field solution with this interface gives 19.49 mΩ, about 25 % above the ideal value.

## Peltier heat in a dc measurement

PbTe is a thermoelectric material, and a steady current heats or cools the contact. To first order in the current, with Seebeck coefficient $S$ and thermal conductivity $\kappa$,

$$
\mathbf j=-\frac1\rho(\nabla\phi+S\nabla T),\qquad
\mathbf q=ST\mathbf j-\kappa\nabla T ,
$$

where $\phi$ now denotes the electrochemical potential expressed as a voltage. Both $\phi$ and $T$ obey Laplace's equation. Consider the limiting case of an isothermal disc that loses no heat except into the semiconductor, neglect the Seebeck coefficient of the metal, and set $r_c=0$. Let the free surface of the semiconductor lose no heat either, and let the distant material stay at the temperature of the surroundings. Both fields then have the shape found above. If the disc is warmer than its surroundings by $\Delta T$,

$$
I=\frac{4a}{\rho}(V+S\Delta T),\qquad 0=STI+4a\kappa\,\Delta T .
$$

The second equation gives $\Delta T=-STI/(4a\kappa)$. Inserted in the first,

$$
\frac VI=\frac{\rho}{4a}+\frac{S^2T}{4a\kappa}=\frac{\rho}{4a}(1+ZT),\qquad ZT=\frac{S^2T}{\rho\kappa}.
$$

Rough values $S=-120$ µV/K and $\kappa=2$ W/(m K) give $ZT=0.346$ and a dc resistance of 21.00 mΩ. A current of 10 mA from the disc into this n-type material warms the disc by 0.45 K; the reverse current cools it by the same amount. If all the Joule heat were released at the disc, it would add 0.002 K. The chosen $\kappa$ is low for ordinary PbTe, because at this conductivity the electrons alone carry about 0.9 W/(m K). With a lattice part of 2 W/(m K) the total is about 2.9 W/(m K), $ZT$ is about 0.24, the dc resistance about 19.3 mΩ and the warming about 0.31 K. The result is also sensitive to $S$, since $ZT\propto S^2$: a band model with a mass of 0.1 $m_e$ per valley and acoustic-phonon scattering gives only about $-100$ to $-106$ µV/K at this density, which would lower $ZT$ by 20 to 30 %.

An alternating current can suppress the thermal part. At 100 kHz heat penetrates about 2.3 µm, far less than $a$, so the temperature cannot build up its steady profile; a thermal part of roughly 0.5 to 0.9 % of the resistance remains, and about 2 % at 10 kHz. The skin depth at 100 kHz is 3.98 mm, far more than $a$, so the current near the disc still spreads as in the static problem. It is, however, less than the 5 mm thickness considered above, so the distant current does not follow the static pattern, and the thickness correction of 0.88 % does not carry over. With an axial feed, a grounded back and a return path outside the sample, eddy losses raise the real part of the impedance by about 0.8 % for a sample radius of 10 mm and 2.4 % for 25 mm. At 10 kHz they stay below 0.1 %.

## The model beside a real PbTe contact

The inputs are rough typical values for doped PbTe; $r_c$ in particular depends strongly on the metal and the surface treatment. For these numbers and a metal disc thick enough to be an equipotential, the thermoelectric departure is up to 35 % for a thermally isolated disc at dc, with the low $\kappa$ chosen above, and that of the interface about 25 %. Both raise the resistance, away from the naive value. A thin metal film need not be an equipotential: its sheet resistance must be far below $\rho/a=62$ mΩ. Gold with a resistivity of 2.4 µΩ cm has 24 mΩ per square at a thickness of 1 µm and 240 mΩ at 0.1 µm. If such a thin film is fed through a small probe at its centre, the film can add more resistance than either of the other two effects. The estimated mean free path of 27.6 nm is $2.8\times10^{-4}$ of the radius, so local ohmic conduction is a good assumption. The electrons are moderately degenerate, with a Fermi energy, estimated for zero temperature and a parabolic band of mass 0.1 $m_e$ per valley, of about 67 meV (about 57 meV if the non-parabolicity of a 0.31 eV gap is included) against $kT=25.9$ meV; in this local model that enters the ideal resistance only through $\rho$, and the thermoelectric correction also through $S$ and $\kappa$. Each conduction valley is anisotropic, but four equally filled valleys along the $\langle111\rangle$ axes add up to an isotropic conductivity. Strain that fills them unequally would break this assumption. At 600 K, with a rough mobility law $T^{-2}$ and a fixed electron density, the ideal resistance rises to 62.4 mΩ. The naive formula would still give half of the ideal value, since $\rho$ enters both in the same way. The numerical output lists the remaining inputs.

## Computed results

```
TESTS IN UNITS rho = a = eps = 1
disc capacitance from ring quadrature: 8.000000
half-space resistance, field solver: 0.25003
full-space resistance, field solver: 0.12499
ratio half-space/full-space: 2.0005
share of flux into upper half: 0.4999
flux crossing plane beyond 1.1 a, share: 2.3e-04
buried disc depth and slab thickness: 5.0 a
buried disc, solver / formula: 0.13292 / 0.13296
grounded slab, solver / formula: 0.22820 / 0.22794
uniform-current resistance: 0.27019
EXAMPLE: n-type PbTe, rough typical inputs
temperature: 300 K
disc radius: 100 um
electron density: 1.0e+19 cm^-3
mobility: 1000 cm2/Vs
static relative permittivity: 400
resistivity: 0.6242 mohm cm
correct resistance rho/(4a): 15.604 mohm
naive resistance rho/(8a): 7.802 mohm
full disc capacitance: 2.833 pF
half-space capacitance: 1.417 pF
rho*eps: 22.11 fs
C_full times correct R: 44.21 fs
resistivity falsely extracted: 1.2483 mohm cm
NEGLECTED EFFECTS
interface resistivity: 1.0 uohm cm2
total R with interface, solver: 19.49 mohm
lower bound with interface: 18.79 mohm
upper bound with interface: 20.05 mohm
Seebeck coefficient: -120 uV/K
thermal conductivity: 2.0 W/(m K)
ZT: 0.346
dc resistance, isolated disc: 21.00 mohm
test current: 10 mA
Peltier temperature change of disc: 0.450 K
upper bound on Joule heating: 2.0e-03 K
measuring frequency: 100 kHz
lattice constant for heat capacity: 0.65 nm
heat capacity, 3k per atom: 1.21 J/(cm3 K)
thermal penetration depth: 2.30 um
skin depth: 3.98 mm
sample thickness: 5 mm
change of R by grounded back: -0.88 %
mean free path (isotropic estimate): 27.6 nm
mean free path / radius: 2.8e-04
density-of-states mass per valley: 0.10 m_e
Fermi energy (T=0 estimate): 67 meV
thermal energy kT: 25.9 meV
valley mass ratio tested: 10
summed conductivity max/min: 1.000000
higher temperature of use: 600 K
assumed mobility law: T^-2
correct R at that temperature: 62.4 mohm
```
